**Specific mass shift of helium 1s2p: hydrogenic formula and correlated values**

For a 1s orbital of charge a and a 2p orbital of charge b, the program tests that ⟨p₁·p₂⟩ is +K in the singlet and −K in the triplet, with K = 2(ab)⁵/(a+b/2)⁸ in atomic units. The energy shift is (m/M)⟨p₁·p₂⟩, where m is the electron mass and M the nuclear mass. The assertions compare the formula with two-electron integrals over r₁, r₂ and r₁₂, and the orbital matrix element with two-dimensional quadrature. They also check the separation of the nuclear kinetic energy, and the first-order shift against a diagonalization at finite nuclear mass. A Hylleraas calculation is asserted to be converged, to satisfy the virial theorem and to agree with the quoted values +0.0460 and −0.0646 within 0.0003. The output gives K = 0.0419 for a = 2 and b = 1, which has the right signs but is 9 percent too small in magnitude for the singlet and 35 percent too small for the triplet, relative to the Hylleraas values. Optimizing the charges improves the triplet value and worsens the singlet value. For helium-4 the correlated specific shifts are +41.5 GHz and −58.2 GHz, beside normal shifts of about +1900 GHz.

## Numerical verification

```python
"""Specific mass shift of helium 1s2p (atomic units).
Result under test: <p1.p2> = +K (singlet), -K (triplet), with
K = 2 (a b)^5 / (a + b/2)^8 for a 1s orbital of charge a and a 2p orbital
of charge b. The energy shift is (m/M) <p1.p2>, M = nuclear mass.
Accurate values come from a Hylleraas basis
  r1_vector * r1^i r2^j r12^k exp(-p r1 - q r2), plus or minus exchange,
with three families of exponents (p, q).
"""
from fractions import Fraction
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.linalg import eigh
from scipy.optimize import minimize

SPINS = {"singlet": 1, "triplet": -1}
QUOTED = {"singlet": 0.0460, "triplet": -0.0646}


def k_formula(a, b):
    return 2 * (a * b)**5 / (a + b / 2)**8


def grid(alpha, beta, n):
    """Exact quadrature for polynomials times exp(-alpha r1 - beta r2)."""
    x, w = np.polynomial.laguerre.laggauss(n)
    xu, xv, xw = [t.ravel() for t in np.meshgrid(x, x, x, indexing="ij")]
    weight = np.einsum("i,j,k->ijk", w, w, w).ravel()
    u, v, t = 2 * xu / beta, 2 * xv / alpha, 2 * xw / (alpha + beta)
    r1, r2, r12 = (v + t) / 2, (u + t) / 2, (u + v) / 2
    weight = weight * 8 / (alpha * beta * (alpha + beta)) / 4
    weight = weight * 8 * np.pi**2 * r1 * r2 * r12
    cosine = np.clip((r1**2 + r2**2 - r12**2) / (2 * r1 * r2), -1, 1)
    zero = np.zeros_like(r1)
    x1 = np.stack([zero, zero, r1], axis=1)
    x2 = np.stack([r2 * np.sqrt(1 - cosine**2), zero, r2 * cosine], axis=1)
    return x1, x2, r1, r2, r12, weight


def functions(x1, x2, r1, r2, r12, powers, p, q):
    """Values and both gradients, with the common exponential removed."""
    i, j, k = [powers[:, c][:, None] for c in range(3)]
    f = r1**i * r2**j * r12**k
    n1, n2 = x1 / r1[:, None], x2 / r2[:, None]
    n12 = (x1 - x2) / r12[:, None]
    d1, d2, d12 = f * (i / r1 - p), f * (j / r2 - q), f * k / r12
    radial1 = d1[:, :, None] * n1 + d12[:, :, None] * n12
    radial2 = d2[:, :, None] * n2 - d12[:, :, None] * n12
    value = f[:, :, None] * x1
    grad1 = (f[:, :, None, None] * np.eye(3)
             + x1[None, :, :, None] * radial1[:, :, None, :])
    grad2 = x1[None, :, :, None] * radial2[:, :, None, :]
    return value, grad1, grad2


def inner(left, right, weight):
    weighted = left * weight.reshape((1, -1) + (1,) * (left.ndim - 2))
    return (weighted.reshape(len(left), -1)
            @ right.reshape(len(right), -1).T)


def block(first, second, exchange, n):
    """Overlap, kinetic, potential and p1.p2 between two families."""
    (pow_a, pa, qa), (pow_b, pb, qb) = first, second
    exps = (pa + qb, qa + pb) if exchange else (pa + pb, qa + qb)
    x1, x2, r1, r2, r12, w = grid(*exps, n)
    v, g1, g2 = functions(x1, x2, r1, r2, r12, pow_a, pa, qa)
    if exchange:
        vb, h2, h1 = functions(x2, x1, r2, r1, r12, pow_b, pb, qb)
    else:
        vb, h1, h2 = functions(x1, x2, r1, r2, r12, pow_b, pb, qb)
    potential = -2 / r1 - 2 / r2 + 1 / r12
    return [inner(v, vb, w),
            (inner(g1, h1, w) + inner(g2, h2, w)) / 2,
            inner(v, vb, w * potential),
            (inner(g1, h2, w) + inner(g2, h1, w)) / 2]


def matrices(families, n):
    """Direct and exchange parts of the four matrices."""
    edges = np.cumsum([0] + [len(f[0]) for f in families])
    parts = []
    for exchange in (False, True):
        mats = [np.zeros((edges[-1], edges[-1])) for _ in range(4)]
        for a in range(len(families)):
            for b in range(a, len(families)):
                rows = slice(edges[a], edges[a + 1])
                cols = slice(edges[b], edges[b + 1])
                pieces = block(families[a], families[b], exchange, n)
                for mat, piece in zip(mats, pieces):
                    mat[rows, cols] = piece
                    if a != b:
                        mat[cols, rows] = piece.T
        parts.append([(m + m.T) / 2 for m in mats])
    return parts


def combine(parts, sign):
    return [d + sign * x for d, x in zip(*parts)]


def lowest(h, s):
    """Lowest state after removal of nearly dependent combinations."""
    scale = 1 / np.sqrt(np.diag(s))
    val, vec = eigh(s * np.outer(scale, scale))
    keep = val > 1e-11
    basis = scale[:, None] * vec[:, keep] / np.sqrt(val[keep])
    reduced = basis.T @ h @ basis
    energy, coef = eigh((reduced + reduced.T) / 2)
    return energy[0], basis @ coef[:, 0]


def one_configuration(a, b, sign):
    parts = matrices([(np.zeros((1, 3), int), b / 2, a)], 5)
    s, t, v, k = [m[0, 0] for m in combine(parts, sign)]
    return (t + v) / s, k / s, parts[0][3][0, 0] / parts[0][0][0, 0]


# Kinetic energy of two electrons and a nucleus, tested in one dimension.
xa, xb, xn, mass = sp.symbols("xa xb xn mass", positive=True)
ua, ub = sp.symbols("ua ub")
trial = ua**3 * ub**2 + sp.sin(ua + 2 * ub)
shifted = {ua: xa - xn, ub: xb - xn}
full = trial.subs(shifted, simultaneous=True)
lhs = (-(sp.diff(full, xa, 2) + sp.diff(full, xb, 2)) / 2
       - sp.diff(full, xn, 2) / (2 * mass))
rhs = (-(1 + 1 / mass) * (sp.diff(trial, ua, 2) + sp.diff(trial, ub, 2)) / 2
       - sp.diff(trial, ua, ub) / mass)
rhs = rhs.subs(shifted, simultaneous=True)
for point in ({xa: 0.7, xb: 1.9, xn: 0.3, mass: 5.0},
              {xa: 2.1, xb: 0.4, xn: 1.2, mass: 11.0}):
    assert abs(float((lhs - rhs).subs(point))) < 1e-10

# Orbital matrix element <1s|d/dz|2p0> from its definition.
a0, b0 = 2.0, 1.0


def element_quadrature(a, b):
    norm_s = np.sqrt(a**3 / np.pi)
    norm_p = np.sqrt(b**5 / (32 * np.pi))

    def integrand(c, r):
        slope = norm_p * np.exp(-b * r / 2) * (1 - b * r * c**2 / 2)
        return 2 * np.pi * r**2 * norm_s * np.exp(-a * r) * slope
    return dblquad(integrand, 0, 40, -1, 1, epsabs=1e-11)[0]


for a, b in ((a0, b0), (1.7, 1.3)):
    formula = np.sqrt(2) * (a * b)**2.5 / (a + b / 2)**4
    assert abs(element_quadrature(a, b) - formula) < 1e-8
element = element_quadrature(a0, b0)

# Full two-electron integrals against the orbital formula.
for a, b in ((a0, b0), (1.7, 1.3)):
    for sign in SPINS.values():
        _, value, direct = one_configuration(a, b, sign)
        assert abs(direct) < 1e-11
        assert abs(value - sign * k_formula(a, b)) < 1e-10
exact_fraction = k_formula(Fraction(2), Fraction(1))
k0 = float(exact_fraction)
step = 1e-4
slope_b = (np.log(one_configuration(a0, b0 * np.exp(step), 1)[1])
           - np.log(one_configuration(a0, b0 * np.exp(-step), 1)[1])) / (2 * step)
assert abs(slope_b - (5 - 4 * b0 / (a0 + b0 / 2))) < 1e-6

# Best charges for each spin.
optimized = {}
for name, sign in SPINS.items():
    fit = minimize(lambda z: one_configuration(z[0], z[1], sign)[0],
                   [2.0, 1.0], method="Nelder-Mead",
                   options={"xatol": 1e-6, "fatol": 1e-11})
    assert fit.success
    energy, value, _ = one_configuration(*fit.x, sign)
    optimized[name] = (*fit.x, energy, value)
assert optimized["triplet"][1] > 1 > optimized["singlet"][1]

# Correlated reference calculation. Families: outer p electron,
# polarized inner electron, short-range part of the p electron.
TOP = 7


def power_list(limit):
    return np.array([(i, j, k) for i in range(limit + 1)
                     for j in range(limit + 1 - i)
                     for k in range(limit + 1 - i - j)])


families = [(power_list(TOP), 0.5, 2.0),
            (power_list(TOP - 2), 2.0, 0.5),
            (power_list(TOP - 2), 1.2, 2.2)]
order = np.concatenate([f[0].sum(axis=1) + offset
                        for f, offset in zip(families, (0, 2, 2))])
no_r12 = np.concatenate([f[0][:, 2] == 0 for f in families])
parts = matrices(families, 11)
ratio = const.m_e / const.physical_constants["alpha particle mass"][0]
ghz = const.physical_constants["hartree-hertz relationship"][0] / 1e9
orders = (TOP - 2, TOP - 1, TOP)
accurate, products = {}, {}
for name, sign in SPINS.items():
    s, t, v, k = combine(parts, sign)

    def solve(mask):
        cut = np.ix_(mask, mask)
        energy, c = lowest((t + v)[cut], s[cut])
        return energy, c @ k[cut] @ c, c @ t[cut] @ c

    levels = [solve(order <= n) for n in orders]
    # Removing near dependences makes the nesting of the spaces inexact.
    assert levels[1][0] < levels[0][0] + 1e-6
    assert levels[2][0] < levels[1][0] + 1e-6
    assert abs(levels[2][1] - levels[1][1]) < 3e-4
    energy, value, kinetic = levels[2]
    assert abs(kinetic + energy) < 1e-3
    assert abs(value - QUOTED[name]) < 3e-4
    assert value * sign > 0
    finite, _ = lowest((1 + ratio) * t + v + ratio * k, s)
    first_order = ratio * (kinetic + value)
    assert abs((finite - energy) / first_order - 1) < 5e-4
    accurate[name] = levels
    products[name] = solve(no_r12)
    smaller = solve(no_r12 & (order < TOP))
    assert abs(products[name][1] - smaller[1]) < 1e-3
    assert energy < products[name][0] < optimized[name][2]

print(f"1s charge a = {a0:.1f}, 2p charge b = {b0:.1f} (units of e)")
print(f"<1s|d/dz|2p0> = {element:.6f} a.u.")
print(f"K exact fraction = {exact_fraction} a.u.")
print(f"K = {k0:.6f} a.u.")
print(f"d ln K / d ln b = {slope_b:.4f} (no unit)")
print(f"electron mass / helium-4 nuclear mass = {ratio:.6e} (no unit)")
for name, sign in SPINS.items():
    a, b, e_opt, k_opt = optimized[name]
    levels = accurate[name]
    energy, value, kinetic = levels[-1]
    simple = one_configuration(a0, b0, sign)
    deviation = 100 * (abs(simple[1] / QUOTED[name]) - 1)
    print(f"{name}: screened hydrogenic <p1.p2> = {simple[1]:+.6f} a.u.")
    print(f"{name}: quoted <p1.p2> = {QUOTED[name]:+.4f} a.u.")
    print(f"{name}: magnitude relative to quoted = {deviation:+.1f} percent")
    print(f"{name}: screened hydrogenic energy = {simple[0]:.6f} hartree")
    print(f"{name}: optimized a = {a:.4f}, b = {b:.4f} (units of e)")
    print(f"{name}: optimized energy = {e_opt:.6f} hartree")
    print(f"{name}: optimized <p1.p2> = {k_opt:+.5f} a.u.")
    print(f"{name}: s-p products energy = {products[name][0]:.5f} hartree")
    print(f"{name}: s-p products <p1.p2> = {products[name][1]:+.4f} a.u.")
    for n, level in zip(orders, levels):
        print(f"{name}: Hylleraas order {n}: E = {level[0]:.6f} hartree, "
              f"<p1.p2> = {level[1]:+.5f} a.u.")
    print(f"{name}: Hylleraas kinetic energy = {kinetic:.5f} hartree")
    print(f"{name}: specific shift, hydrogenic = {ratio*simple[1]*ghz:+.2f} GHz")
    print(f"{name}: specific shift, Hylleraas = {ratio*value*ghz:+.1f} GHz")
    print(f"{name}: normal shift, Hylleraas = {ratio*kinetic*ghz:+.0f} GHz")
print("all good")
```

It prints:

```
1s charge a = 2.0, 2p charge b = 1.0 (units of e)
<1s|d/dz|2p0> = 0.204800 a.u.
K exact fraction = 16384/390625 a.u.
K = 0.041943 a.u.
d ln K / d ln b = 3.4000 (no unit)
electron mass / helium-4 nuclear mass = 1.370934e-04 (no unit)
singlet: screened hydrogenic <p1.p2> = +0.041943 a.u.
singlet: quoted <p1.p2> = +0.0460 a.u.
singlet: magnitude relative to quoted = -8.8 percent
singlet: screened hydrogenic energy = -2.122217 hartree
singlet: optimized a = 2.0030, b = 0.9647 (units of e)
singlet: optimized energy = -2.122390 hartree
singlet: optimized <p1.p2> = +0.03701 a.u.
singlet: s-p products energy = -2.12259 hartree
singlet: s-p products <p1.p2> = +0.0327 a.u.
singlet: Hylleraas order 5: E = -2.123843 hartree, <p1.p2> = +0.04604 a.u.
singlet: Hylleraas order 6: E = -2.123843 hartree, <p1.p2> = +0.04604 a.u.
singlet: Hylleraas order 7: E = -2.123843 hartree, <p1.p2> = +0.04604 a.u.
singlet: Hylleraas kinetic energy = 2.12384 hartree
singlet: specific shift, hydrogenic = +37.83 GHz
singlet: specific shift, Hylleraas = +41.5 GHz
singlet: normal shift, Hylleraas = +1916 GHz
triplet: screened hydrogenic <p1.p2> = -0.041943 a.u.
triplet: quoted <p1.p2> = -0.0646 a.u.
triplet: magnitude relative to quoted = -35.1 percent
triplet: screened hydrogenic energy = -2.129863 hartree
triplet: optimized a = 1.9912, b = 1.0891 (units of e)
triplet: optimized energy = -2.130691 hartree
triplet: optimized <p1.p2> = -0.05613 a.u.
triplet: s-p products energy = -2.13237 hartree
triplet: s-p products <p1.p2> = -0.0752 a.u.
triplet: Hylleraas order 5: E = -2.133164 hartree, <p1.p2> = -0.06457 a.u.
triplet: Hylleraas order 6: E = -2.133164 hartree, <p1.p2> = -0.06457 a.u.
triplet: Hylleraas order 7: E = -2.133164 hartree, <p1.p2> = -0.06457 a.u.
triplet: Hylleraas kinetic energy = 2.13316 hartree
triplet: specific shift, hydrogenic = -37.83 GHz
triplet: specific shift, Hylleraas = -58.2 GHz
triplet: normal shift, Hylleraas = +1924 GHz
all good
```
